**Moseley's law: the screening constant from first-order perturbation theory**

The program examines E = (3/4) Ry (Z − σ)² for the 2p → 1s line, where E is the photon energy, Z the nuclear charge and σ the screening constant. For an ion with full K and L shells less one electron, the repulsion term −cZ in the energy gives σ = 4c/3 = 1.056. The program asserts that the nine exact radial integrals agree with numerical quadrature, and that σ agrees with determinant energies computed in a Gaussian basis, with and without the M shell. It also asserts that relaxed Hartree–Fock line energies for Z = 29 lie within 2 % of the formula, and that the effective σ of nine-electron ions approaches the first-order value roughly as 1/Z. For copper the output gives 8000 eV with σ = 1 and 7957 eV from Hartree–Fock with K, L and M shells filled except for the vacancy. A further assertion confirms that hydrogenic M orbitals are too compact and overstate the M-shell shift: 152 eV against 47 eV with Hartree–Fock orbitals. Relativity and electron correlation are not included.

## Numerical verification

```python
"""Moseley's law for the 2p -> 1s line: E = (3/4) Ry (Z - sigma)^2.

Result under test: for an ion with full K and L shells less one electron,
first-order perturbation theory in the electron repulsion gives
    E = (3/8) Z^2 - c Z + O(1)  hartree,   sigma = 4 c / 3, close to one.
Z: nuclear charge; sigma: screening constant; c: first-order coefficient.
F^k(a,b), G^k(a,b): direct and exchange radial integrals for Z = 1.
Nonrelativistic, point nucleus. Hartree-Fock (HF) is used as a check; it
includes orbital relaxation but neither correlation nor relativity.
"""
from fractions import Fraction as Fr
from math import factorial, sqrt
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import genlaguerre
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

HARTREE = const.value("Hartree energy in eV")
RYDBERG = HARTREE / 2
Z = 29

# r*R(r) = sqrt(norm2) * sum(coef * r^power) * exp(-r/n), nuclear charge 1
ORBITALS = {
    "1s": (1, 0, Fr(4), {1: Fr(1)}),
    "2s": (2, 0, Fr(1, 2), {1: Fr(1), 2: Fr(-1, 2)}),
    "2p": (2, 1, Fr(1, 24), {2: Fr(1)}),
    "3s": (3, 0, Fr(4, 27), {1: Fr(1), 2: Fr(-2, 3), 3: Fr(2, 27)}),
    "3p": (3, 1, Fr(32, 2187), {2: Fr(1), 3: Fr(-1, 6)}),
    "3d": (3, 2, Fr(8, 98415), {3: Fr(1)}),
}


def product(a, b):
    """Polynomial and decay constant of the product of two radial functions."""
    na, _, _, pa = ORBITALS[a]
    nb, _, _, pb = ORBITALS[b]
    poly = {}
    for i, x in pa.items():
        for j, y in pb.items():
            poly[i + j] = poly.get(i + j, Fr(0)) + x * y
    return poly, Fr(1, na) + Fr(1, nb)


def outer_part(p, a, q, b, k):
    """Integral over r > s of r^(p-k-1) e^(-a r) s^(q+k) e^(-b s)."""
    m = p - k - 1
    return sum(Fr(factorial(m), factorial(j)) / a ** (m - j + 1)
               * factorial(q + k + j) / (a + b) ** (q + k + j + 1)
               for j in range(m + 1))


def radial(k, first, second, norm):
    (f, a), (g, b) = product(*first), product(*second)
    return norm * sum(x * y * (outer_part(p, a, q, b, k)
                               + outer_part(q, b, p, a, k))
                      for p, x in f.items() for q, y in g.items())


def F(k, a, b):
    return radial(k, (a, a), (b, b), ORBITALS[a][2] * ORBITALS[b][2])


def G(k, a, b):
    return radial(k, (a, b), (a, b), ORBITALS[a][2] * ORBITALS[b][2])


# ---- exact radial integrals against quadrature with Laguerre functions
def radial_function(name, r):
    n, l = ORBITALS[name][:2]
    x = 2 * r / n
    norm = sqrt((2 / n) ** 3 * factorial(n - l - 1)
                / (2 * n * factorial(n + l)))
    return norm * r * x ** l * np.exp(-x / 2) * genlaguerre(
        n - l - 1, 2 * l + 1)(x)


nodes, weights = np.polynomial.legendre.leggauss(120)
r_grid, r_weight = 35 * (nodes + 1), 35 * weights
t_grid, t_weight = (nodes + 1) / 2, weights / 2


def quadrature(k, first, second):
    inner = np.outer(r_grid, t_grid)

    def pair(names, r):
        return radial_function(names[0], r) * radial_function(names[1], r)

    values = (pair(first, r_grid)[:, None] * pair(second, inner)
              + pair(second, r_grid)[:, None] * pair(first, inner))
    return r_weight @ values @ (t_weight * t_grid ** k)


TABLE = [("F", 0, "1s", "1s"), ("F", 0, "1s", "2s"), ("G", 0, "1s", "2s"),
         ("F", 0, "1s", "2p"), ("G", 1, "1s", "2p"), ("F", 0, "2s", "2p"),
         ("G", 1, "2s", "2p"), ("F", 0, "2p", "2p"), ("F", 2, "2p", "2p")]
print("Radial integrals for Z = 1 (hartree):")
for kind, k, a, b in TABLE:
    exact = F(k, a, b) if kind == "F" else G(k, a, b)
    pairs = ((a, a), (b, b)) if kind == "F" else ((a, b), (a, b))
    assert abs(float(exact) - quadrature(k, *pairs)) < 1e-9
    print(f"  {kind}{k}({a},{b}) = {exact} = {float(exact):.6f}")

# ---- first-order coefficient, spectator by spectator
c_1s = F(0, "1s", "1s") - F(0, "1s", "2p")
c_2s = (2 * F(0, "1s", "2s") - G(0, "1s", "2s")
        - 2 * F(0, "2s", "2p") + G(1, "2s", "2p") / 3)
c_2p = (5 * F(0, "1s", "2p") - Fr(2, 3) * G(1, "1s", "2p")
        - 5 * F(0, "2p", "2p") + Fr(2, 5) * F(2, "2p", "2p"))
c_KL = c_1s + c_2s + c_2p
sigma = float(4 * c_KL / 3)


def with_full_subshell(a, b):
    """Repulsion of one electron in a with the full subshell b."""
    la, lb = ORBITALS[a][1], ORBITALS[b][1]
    exchange = sum(float(wigner_3j(la, k, lb, 0, 0, 0) ** 2)
                   * float(G(k, a, b))
                   for k in range(abs(la - lb), la + lb + 1, 2))
    return (4 * lb + 2) * float(F(0, a, b)) - (2 * lb + 1) * exchange


c_M = sum(with_full_subshell("1s", b) - with_full_subshell("2p", b)
          for b in ("3s", "3p", "3d"))


# ---- Gaussian-basis machinery for the independent checks
def make_atom(with_d, electrons):
    shells = [[0, [0.2 * 2.2 ** i, 1.0]] for i in range(21)]
    shells += [[1, [0.2 * 2.4 ** i, 1.0]] for i in range(14)]
    if with_d:
        shells += [[2, [0.25 * 2.4 ** i, 1.0]] for i in range(9)]
    mol = gto.M(atom="Cu 0 0 0", basis={"Cu": shells},
                charge=Z - electrons, spin=0, verbose=0)
    return mol, mol.intor("int2e", aosym="s8")


def letter_mask(mol, letter):
    return np.array([lab[2].endswith(letter)
                     for lab in mol.ao_labels(fmt=None)])


def hydrogenic_orbitals(mol):
    """Bare-nucleus orbitals and the index of a pure 2p orbital."""
    overlap = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    coeff = eigh(core, overlap)[1]
    mask = letter_mask(mol, "p")
    share = [coeff[mask, i] @ overlap[np.ix_(mask, mask)] @ coeff[mask, i]
             for i in range(1, 5)]
    assert max(share) > 1 - 1e-6
    return coeff, 1 + int(np.argmax(share))


def repulsion(eri, coeff, filled, hole):
    """Repulsion energy of the determinant with one spin orbital empty."""
    up = coeff[:, :filled]
    down = coeff[:, [i for i in range(filled) if i != hole]]
    dm = np.array([up @ up.T, down @ down.T])
    vj, vk = scf.hf.dot_eri_dm(eri, dm, hermi=1)
    return 0.5 * (np.sum(dm.sum(0) * vj.sum(0)) - np.sum(dm * vk))


def determinant_coefficient(eri, coeff, filled, p_index):
    return (repulsion(eri, coeff, filled, p_index)
            - repulsion(eri, coeff, filled, 0)) / Z


def run_hf(mol, eri, dm, occupation):
    mf = scf.UHF(mol)
    mf._eri = eri
    mf.get_occ = lambda *args, **kwargs: occupation
    mf.conv_tol, mf.max_cycle = 1e-7, 100
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def hf_line(mol, eri, filled, dm):
    """HF energy of the 1s-hole state minus that of the 2p-hole state."""
    full = np.zeros((2, mol.nao))
    full[:, :filled] = 1
    closed = run_hf(mol, eri, dm, full)
    energy = []
    for hole in (0, 4):
        occ = full.copy()
        occ[1, hole] = 0
        start = np.array([(closed.mo_coeff[s] * occ[s]) @ closed.mo_coeff[s].T
                          for s in (0, 1)])
        energy.append(run_hf(mol, eri, start, occ).e_tot)
    return energy[0] - energy[1], closed


# ---- nine-electron ions: coefficient, then relaxed energies at several Z
small, eri_small = make_atom(False, 10)
orb_small, p_small = hydrogenic_orbitals(small)
sigma_gauss = 4 / 3 * determinant_coefficient(eri_small, orb_small, 5, p_small)
assert abs(sigma_gauss - sigma) < 3e-3

dm_small = np.array([orb_small[:, :5] @ orb_small[:, :5].T] * 2)
hf_nine, sigma_hf = {}, {}
for charge in (20, 29, 40):
    # coordinates scaled by charge/29: only the repulsion strength changes
    scaled = hf_line(small, eri_small * (Z / charge), 5, dm_small)[0]
    hf_nine[charge] = scaled * (charge / Z) ** 2
    sigma_hf[charge] = charge - sqrt(hf_nine[charge] * 8 / 3)
gap = {q: sigma_hf[q] - sigma for q in sigma_hf}
assert abs(gap[20]) > abs(gap[29]) > abs(gap[40])
assert abs(gap[29]) < 0.2
assert abs(40 * gap[40] / (20 * gap[20]) - 1) < 0.3

# ---- copper with K, L and M shells
large, eri_large = make_atom(True, 28)
orb_large, p_large = hydrogenic_orbitals(large)
sigma_KLM = 4 / 3 * (float(c_KL) + c_M)
sigma_KLM_gauss = 4 / 3 * determinant_coefficient(
    eri_large, orb_large, 14, p_large)
assert abs(sigma_KLM_gauss - sigma_KLM) < 5e-3

guess = scf.RHF(large).get_init_guess(key="minao")
hf_copper, closed = hf_line(large, eri_large, 14, np.array([guess / 2] * 2))
d_mask = letter_mask(large, "d")
density = closed.make_rdm1().sum(0)
d_count = np.sum((density * large.intor("int1e_ovlp"))[np.ix_(d_mask, d_mask)])
assert abs(d_count - 10) < 1e-5


def m_shell_shift(coeff, p_index):
    """Lowering of the line by the M-shell repulsion, orbitals frozen."""
    dm = 2 * coeff[:, 5:14] @ coeff[:, 5:14].T
    vj, vk = scf.hf.dot_eri_dm(eri_large, dm, hermi=1)
    field = vj - vk / 2
    s, p = coeff[:, 0], coeff[:, p_index]
    return s @ field @ s - p @ field @ p


def m_shell_radius(coeff):
    """Mean distance of the M electrons from the nucleus."""
    grid = np.linspace(1e-4, 12, 3000)
    # spherical average over the full shell: one direction suffices
    points = np.column_stack([0 * grid, 0 * grid, grid])
    values = large.eval_gto("GTOval_sph", points) @ coeff[:, 5:14]
    shell = grid ** 2 * np.sum(values ** 2, axis=1)
    return np.sum(grid * shell) / np.sum(shell)


shift_bare = m_shell_shift(orb_large, p_large)
shift_hf = m_shell_shift(closed.mo_coeff[0], 4)
radius_bare = m_shell_radius(orb_large)
radius_hf = m_shell_radius(closed.mo_coeff[0])
assert abs(shift_bare / (c_M * Z) - 1) < 0.03
assert radius_hf > radius_bare and shift_hf < 0.6 * shift_bare


# ---- copper line from the formulas
def moseley(charge, screening):
    return 0.75 * RYDBERG * (charge - screening) ** 2


line_one = moseley(Z, 1)
line_sigma = moseley(Z, sigma)
line_first = (0.375 * Z ** 2 - float(c_KL) * Z) * HARTREE
assert round(line_one / 1000, 1) == 8.0
for reference in (hf_nine[29], hf_copper):
    assert abs(reference * HARTREE / line_one - 1) < 0.02
    assert abs(reference * HARTREE / line_sigma - 1) < 0.02
wavelength = const.h * const.c / (line_one * const.e) * 1e12

print(f"Rydberg energy = {RYDBERG:.4f} eV; hartree = {HARTREE:.4f} eV")
print(f"c from 1s spectator   = {float(c_1s):.5f} hartree")
print(f"c from 2s2 spectators = {float(c_2s):.5f} hartree")
print(f"c from 2p5 spectators = {float(c_2p):.5f} hartree")
print(f"c total = {c_KL} = {float(c_KL):.5f} hartree")
for name, part in (("1s", c_1s), ("2s2", c_2s), ("2p5", c_2p)):
    print(f"sigma from {name} = {float(4 * part / 3):.4f} (no unit)")
print(f"sigma total, K and L shells = {sigma:.4f} (no unit)")
print(f"sigma from Gaussian determinants = {sigma_gauss:.4f} (no unit)")
print(f"Copper, Z = {Z}: line with sigma = 0: {moseley(Z, 0):.1f} eV")
print(f"Copper line with sigma = 1: {line_one:.1f} eV")
print(f"  its wavelength: {wavelength:.1f} pm")
print(f"Copper line with derived sigma: {line_sigma:.1f} eV")
print(f"Copper line, strict first order: {line_first:.1f} eV")
print(f"Constant added by the square: {line_sigma - line_first:.1f} eV")
for q in (20, 29, 40):
    print(f"HF nine-electron ion Z = {q}: {hf_nine[q] * HARTREE:.1f} eV, "
          f"effective sigma {sigma_hf[q]:.4f}")
print(f"HF copper, K L M shells: {hf_copper * HARTREE:.1f} eV")
print(f"  effective sigma: {Z - sqrt(hf_copper * 8 / 3):.4f} (no unit)")
print(f"First-order sigma with bare M shell: {sigma_KLM:.4f} (no unit)")
print(f"M-shell shift, hydrogenic orbitals: {shift_bare * HARTREE:.1f} eV")
print(f"M-shell shift, HF orbitals: {shift_hf * HARTREE:.1f} eV")
print(f"Mean M radius, hydrogenic: {radius_bare:.3f} bohr")
print(f"Mean M radius, HF: {radius_hf:.3f} bohr")
print("verified")
```

Running it gives:

```
Radial integrals for Z = 1 (hartree):
  F0(1s,1s) = 5/8 = 0.625000
  F0(1s,2s) = 17/81 = 0.209877
  G0(1s,2s) = 16/729 = 0.021948
  F0(1s,2p) = 59/243 = 0.242798
  G1(1s,2p) = 112/2187 = 0.051212
  F0(2s,2p) = 83/512 = 0.162109
  G1(2s,2p) = 45/512 = 0.087891
  F0(2p,2p) = 93/512 = 0.181641
  F2(2p,2p) = 45/512 = 0.087891
Rydberg energy = 13.6057 eV; hartree = 27.2114 eV
c from 1s spectator   = 0.38220 hartree
c from 2s2 spectators = 0.10288 hartree
c from 2p5 spectators = 0.30680 hartree
c total = 1330069/1679616 = 0.79189 hartree
sigma from 1s = 0.5096 (no unit)
sigma from 2s2 = 0.1372 (no unit)
sigma from 2p5 = 0.4091 (no unit)
sigma total, K and L shells = 1.0559 (no unit)
sigma from Gaussian determinants = 1.0559 (no unit)
Copper, Z = 29: line with sigma = 0: 8581.8 eV
Copper line with sigma = 1: 8000.1 eV
  its wavelength: 155.0 pm
Copper line with derived sigma: 7968.3 eV
Copper line, strict first order: 7956.9 eV
Constant added by the square: 11.4 eV
HF nine-electron ion Z = 20: 3691.6 eV, effective sigma 0.9798
HF nine-electron ion Z = 29: 7997.0 eV, effective sigma 1.0055
HF nine-electron ion Z = 40: 15504.6 eV, effective sigma 1.0203
HF copper, K L M shells: 7956.7 eV
  effective sigma: 1.0761 (no unit)
First-order sigma with bare M shell: 1.3131 (no unit)
M-shell shift, hydrogenic orbitals: 152.2 eV
M-shell shift, HF orbitals: 46.7 eV
Mean M radius, hydrogenic: 0.397 bohr
Mean M radius, HF: 0.875 bohr
verified
```
